# Local-mode pairs of two weakly coupled anharmonic metal-hydrogen stretches

## The physical question

A hydride precursor with an MH$_2$ group has two equal metal-hydrogen bonds. For harmonic bonds the stretching vibrations are an in-phase and an out-of-phase normal mode, and the coupling between the bonds sets their separation. A real bond is anharmonic: its second quantum costs less energy than its first. Two quanta in one bond therefore have a lower energy than one quantum in each. Moving them to the other bond one at a time passes through this higher state, which slows the exchange when the coupling is weak. We ask for which levels, and at what coupling, this reduces the normal-mode splitting.

## Model and conventions

Let $r_1,r_2$ be the bond extensions and $p_{r_1},p_{r_2}$ their momenta, with $\hbar=1$. The angle $\theta$ between the bonds is set to its equilibrium value in the kinetic energy, and the momenta of rotation and bending are set to zero. The hydrogen mass is $m$, that of the central atom $M$.

Moving hydrogen $i$ along the unit vector $\mathbf e_i$ of its bond lengthens the bond; moving the central atom along $\mathbf e_i$ shortens it. The atomic momenta are thus $p_{r_i}\mathbf e_i$ for the hydrogens and $-\sum_i p_{r_i}\mathbf e_i$ for the central atom. The kinetic energy is

$$T=\frac{p_{r_1}^2+p_{r_2}^2}{2m}+\frac{|p_{r_1}\mathbf e_1+p_{r_2}\mathbf e_2|^2}{2M}=\frac G2(p_{r_1}^2+p_{r_2}^2)+G'p_{r_1}p_{r_2},$$

with $G=1/m+1/M$ and $G'=\cos\theta/M$. Unless $\theta=90^\circ$, the shared atom couples the bonds even without a potential coupling. To this we add a Morse potential for each bond, with harmonic force constant $F$, and a potential coupling $F'r_1r_2$.

Put $\omega=\sqrt{GF}$, $r_i=\sqrt{G/\omega}\,q_i$ and $p_{r_i}=\sqrt{\omega/G}\,p_i$. Then $G'p_{r_1}p_{r_2}=\omega(G'/G)p_1p_2$. Since $FG=\omega^2$, also $F'r_1r_2=\omega(F'/F)q_1q_2$. Hence

$$H=h_1+h_2+V,\qquad V=\omega(g\,p_1p_2+f\,q_1q_2),$$
$$h=\frac{\omega}{2}p^2+D(1-e^{-\alpha q})^2,\quad D=\frac{\omega^2}{4x},\quad \alpha=\sqrt{\frac{2x}{\omega}},$$
$$g=\frac{G'}{G}=\frac{m\cos\theta}{M+m},\qquad f=\frac{F'}{F}.$$

The choice of $D$ and $\alpha$ gives $2D\alpha^2=\omega$, the correct harmonic curvature, and makes $x$ the anharmonicity, as Lemma 1 shows. Energies are quoted as wavenumbers in cm$^{-1}$. "Even" and "odd" refer to exchange of the bonds.

**Lemma 1.** The bound levels of $h$ are $E_n=\omega(n+\tfrac12)-x(n+\tfrac12)^2$.

*Proof.* Let $k=\omega/x$ and $z=ke^{-\alpha q}$, so that $d/dq=-\alpha\vartheta$ with $\vartheta=z\,d/dz$. Since $\omega\alpha^2/2=x$ and $D/x=k^2/4$, dividing $h\psi=E\psi$ by $x$ gives

$$\vartheta^2\psi=\left(\frac{z^2}{4}-\frac{kz}{2}+s^2\right)\psi,\qquad s^2=\frac{k^2}{4}-\frac Ex .$$

Write $\psi=z^se^{-z/2}L(z)$ with $s>0$, which decays at large $q$. On $L$, $\vartheta$ becomes $\vartheta+s-z/2$. Squaring this, with $\vartheta(zL)=zL+z\vartheta L$, leaves

$$\vartheta^2L+(2s-z)\vartheta L+z\left(\frac k2-s-\frac12\right)L=0 .$$

For $L=\sum_jc_jz^j$ this means $j(j+2s)c_j=(j-1-k/2+s+\tfrac12)c_{j-1}$. An unending series grows like $e^z$ and cannot be normalized. It ends at degree $n$ if $s=k/2-n-\tfrac12$. Then $E/x=k^2/4-s^2=k(n+\tfrac12)-(n+\tfrac12)^2$. $\square$

## The theorem

For $x,|\lambda|\ll\omega$ and few quanta, levels with different $N=n_1+n_2$ lie about $\omega$ apart. We replace the Morse matrix elements of $q$ and $p$ by harmonic ones, $q=(a+a^\dagger)/\sqrt2$ and $p=i(a^\dagger-a)/\sqrt2$, where $a$ lowers $n$. Then

$$q_1q_2=\tfrac12(a_1^\dagger a_2+a_2^\dagger a_1+a_1^\dagger a_2^\dagger+a_1a_2),$$
$$p_1p_2=\tfrac12(a_1^\dagger a_2+a_2^\dagger a_1-a_1^\dagger a_2^\dagger-a_1a_2).$$

Dropping the terms that change $N$ by two gives the ladder model

$$H_{\rm L}=\sum_i\left[\omega(n_i+\tfrac12)-x(n_i+\tfrac12)^2\right]+\lambda(a_1^\dagger a_2+a_2^\dagger a_1),\quad \lambda=\frac{\omega(g+f)}2 .$$

**Theorem.** In the ladder model, with $x>0$:

1. The two fundamentals ($N=1$) are split by $2|\lambda|$, whatever $x$ is.
2. The lower pair with $N=2$ is split by
$$\Delta_2=\sqrt{x^2+4\lambda^2}-x .$$
3. For $|\lambda|\ll x$ the lowest pair with $N\ge2$ quanta is split by
$$\Delta_N\simeq\frac{2N|\lambda|^N}{(2x)^{N-1}(N-1)!}.$$

*Proof of 1.* The states $|10\rangle$ and $|01\rangle$ have equal energies and are coupled by $\lambda$. The even and odd combinations are shifted by $+\lambda$ and $-\lambda$. Anharmonicity moves both alike.

*Proof of 2.* At fixed $N$ the energy depends on the distribution of quanta through $-x\sum_i(n_i+\frac12)^2$. The sum is $\frac{25}4+\frac14=\frac{13}2$ for $|20\rangle$ and $\frac94+\frac94=\frac92$ for $|11\rangle$, so $|20\rangle$ and $|02\rangle$ lie $2x$ below $|11\rangle$. Let $|2_\pm\rangle=(|20\rangle\pm|02\rangle)/\sqrt2$. Both $|20\rangle$ and $|02\rangle$ couple to $|11\rangle$ by $\sqrt2\lambda$, so

$$\langle11|V|2_+\rangle=\frac{\sqrt2\lambda+\sqrt2\lambda}{\sqrt2}=2\lambda,\qquad \langle11|V|2_-\rangle=0 .$$

Measured from $|11\rangle$, the odd level is $-2x$. The even levels obey $E(E+2x)=4\lambda^2$, or $E=-x\pm\sqrt{x^2+4\lambda^2}$. The lower one lies below the odd level by $-2x+x+\sqrt{x^2+4\lambda^2}=\Delta_2$.

*Proof of 3.* Eliminate all states except $|N0\rangle$ and $|0N\rangle$. This leaves a $2\times2$ matrix with equal diagonal elements, by exchange symmetry, and an off-diagonal element $t_N$. Each action of $V$ moves one quantum, so at least $N$ actions are needed, and one path has that length. Its matrix elements multiply to

$$\prod_{k=0}^{N-1}\lambda\sqrt{(N-k)(k+1)}=N!\,\lambda^N .$$

The state $|N-k,k\rangle$ enters with the energy denominator

$$-x[N^2-(N-k)^2-k^2]=-2xk(N-k),\qquad k=1,\dots,N-1,$$

and these multiply to $(-2x)^{N-1}[(N-1)!]^2$. The eliminated states make the matrix depend on energy, but this and longer paths change the gap by relative order $\lambda^2/x^2$. The splitting $2|t_N|$ is the stated result. $\square$

## When the splitting is suppressed

The normal-mode spacing is $2|\lambda|$: at $x=0$ the levels with $N=2$ are $-2|\lambda|$, $0$ and $2|\lambda|$. With $u=x/(2|\lambda|)$,

$$\frac{\Delta_2}{2|\lambda|}=\sqrt{1+u^2}-u ,$$

which falls steadily as $u$ grows, since its derivative $u/\sqrt{1+u^2}-1$ is negative. It equals one half when $1+u^2=(u+\frac12)^2$, so $u=\frac34$ and

$$x=\tfrac32|\lambda| .$$

For $x\ll|\lambda|$ the splitting is $2|\lambda|-x$ to first order: normal modes are the good description. For $x\gg|\lambda|$, expanding the root gives $\Delta_2\simeq2\lambda^2/x$. The pair is then nearly $(|20\rangle\pm|02\rangle)/\sqrt2$, a local-mode pair. Its members are still shared equally between the bonds, as symmetry requires. "Local" means that a superposition with both quanta in one bond stays there for a long time.

Diagonalizing the block matrices confirmed parts 1 and 2 for $x/|\lambda|=0$, $0.3$, $1.5$ and $8$, and part 3 to 1% for $N=2,3,4$ at $|\lambda|/x=0.02$.

## A lower limit to the quadratic law

The law $2\lambda^2/x$ describes two successive one-quantum transfers through $|11\rangle$. A Morse coordinate also has a matrix element between $n=0$ and $n=2$, so $V$ can exchange both quanta in one step.

**Lemma 2.** To leading order in $x/\omega$,

$$J\equiv\langle20|V|02\rangle=x\left(g+\frac f4\right).$$

*Proof.* Expanding the potential to third order gives $U=\frac\omega2q^2-\frac{\omega\alpha}2q^3$, so $U'=\omega q-\frac32\omega\alpha q^2$. From $[q,h]=i\omega p$ and $[p,h]=-iU'$,

$$[[q,h],h]=\omega U'=\omega^2q-\tfrac32\omega^2\alpha q^2 .$$

Take the element between $n=0$ and $n=2$. The left side is $(E_2-E_0)^2q_{02}\simeq4\omega^2q_{02}$, and $(q^2)_{02}=1/\sqrt2$ to lowest order. Thus $3q_{02}=-3\alpha/(2\sqrt2)$, or $q_{02}=-\alpha/(2\sqrt2)$. The first commutator gives $2\omega q_{02}=i\omega p_{02}$, so $|p_{02}|^2=4q_{02}^2$. Therefore

$$J=\omega(4g+f)q_{02}^2=\omega(4g+f)\frac{\alpha^2}{8}=x\left(g+\frac f4\right),$$

because $\alpha^2=2x/\omega$. $\square$

The direct exchange shifts $|2_\pm\rangle$ by $\pm J$. For $|\lambda|\ll x$ the leading contributions to the signed gap are

$$S=E_+-E_-\simeq2J-\frac{2\lambda^2}{x}.$$

If $g$ and $f$ are reduced together, $J$ falls linearly and $\lambda^2/x$ quadratically. The quadratic law thus requires $\lambda^2/x\gg|J|$; at weaker coupling the splitting is linear again, $2|J|$, unless $g$ and $f$ are in a ratio that makes $J$ vanish (to leading order, $f=-4g$). For purely kinetic coupling, $J=2\lambda x/\omega$, and the law holds in the window $2x^2/\omega\ll|\lambda|\ll x$. A negative $J$ adds to the transfer through $|11\rangle$; a positive one opposes it and can cancel the splitting.

The one-quantum exchange changes too. The expectation value of $[q,[h,q]]=\omega$ in $n=0$ gives $\sum_n(E_n-E_0)q_{0n}^2=\omega/2$. The term $n=2$ contributes $2\omega\alpha^2/8=x/2$, and higher terms are of higher order. Hence

$$q_{01}^2\simeq\frac{\omega-x}{2(\omega-2x)}\simeq\frac12\left(1+\frac x\omega\right),\qquad |p_{01}|^2=\left(1-\frac{2x}\omega\right)^2q_{01}^2 .$$

Anharmonicity thus weakens the kinetic part of the exchange and slightly strengthens the potential part. The splitting of the fundamentals is independent of $x$ in the ladder model, but not beyond it.

Both effects enter if the $N=2$ block is kept with Morse matrix elements. Let $a=\langle20|H|20\rangle$, $b=\langle11|H|11\rangle$ and $c=\langle20|V|11\rangle$. The odd level is $a-J$. The even state has energy $a+J$ and couples to $|11\rangle$ by $\sqrt2c$, so for the lower root

$$S=\frac{a+J+b}2-\sqrt{\left(\frac{a+J-b}2\right)^2+2c^2}-(a-J).$$

## Worked example: a GeH$_2$ group

We take $\omega=2200$ cm$^{-1}$, $x=35$ cm$^{-1}$, $\theta=110^\circ$, $f=0.001$, $m=1.008$ u and $M=72.6$ u. Then

$$g=\frac{1.008\cos110^\circ}{73.608}=-0.004684,$$
$$\lambda=1100(-0.004684+0.001)=-5.15+1.10=-4.05\ \text{cm}^{-1}.$$

Here $x/|\lambda|=8.6$, well inside the local-mode regime. The ladder model gives $2|\lambda|=8.10$ cm$^{-1}$ for the fundamentals and

$$\Delta_2=\sqrt{35^2+4(4.052)^2}-35=0.93\ \text{cm}^{-1}.$$

Diagonalizing the complete two-bond Hamiltonian $H$, in a basis of twelve Morse states per bond, puts the fundamentals at 2126.3 (even) and 2133.9 cm$^{-1}$ (odd), split by 7.58 cm$^{-1}$. The overtone pair lies at 4189.3 and 4190.3 cm$^{-1}$, split by 1.05 cm$^{-1}$, or 0.130 meV. The second splitting is 14% of the first. With $x$ reduced to 0.01 cm$^{-1}$ and the coupling held fixed, the $N=2$ splitting returns to 8.09 cm$^{-1}$, so anharmonicity is what suppresses it.

The ladder formula for $\Delta_2$, called the simple law below, is 11% below the complete result, the net effect of two larger corrections. The direct exchange is $J=-0.147$ cm$^{-1}$ (leading formula: $-0.155$), which adds $2|J|=0.29$ cm$^{-1}$. The transfer through $|11\rangle$ has an effective coupling $|c|/\sqrt2=3.66$ instead of 4.05 cm$^{-1}$, which lowers its contribution from 0.93 to about 0.76 cm$^{-1}$. The sum is 1.05 cm$^{-1}$, and the block formula for $S$ gives the same to this accuracy.

When $\omega$ is raised at fixed $x$ and $\lambda$, the error of the simple law falls from 0.0159 cm$^{-1}$ at $8\omega$ to 0.0040 cm$^{-1}$ at $32\omega$, in proportion to $1/\omega$. In the other direction, with $g$ and $f$ scaled together, $\lambda^2/x$ equals $|J|$ at $|\lambda|=1.27$ cm$^{-1}$. At one twentieth of the original coupling the simple law predicts 0.0023 cm$^{-1}$, while the complete splitting is 0.0166 cm$^{-1}$, close to $2|J|=0.0147$ cm$^{-1}$.

For $N=3$, part 3 gives 0.041 cm$^{-1}$ and the complete calculation 0.084 cm$^{-1}$. The higher pair is suppressed further, but the ladder formula is wrong by a factor of two. Paths that move two or three quanta at once are the cause: the $N=3$ block with Morse matrix elements gives 0.027 cm$^{-1}$ with one-quantum steps only, 0.070 cm$^{-1}$ with two-quantum steps added, and 0.085 cm$^{-1}$ with the direct three-quantum exchange as well.

## Energy transfer and unequal bonds

The state $|20\rangle$ is nearly an equal superposition of the two pair members. Their relative phase advances by $2\pi c_0|S|t$, with $c_0$ the speed of light and $S$ in wavenumbers. When it reaches $\pi$, the quanta are in the other bond:

$$t_2=\frac1{2c_0|S|}=16\ \text{ps}.$$

One quantum needs 2.2 ps. Time propagation with the complete $H$ finds both quanta transferred with probability 0.05 after 2.2 ps and 0.98 after 16 ps.

Now let the bond wavenumbers differ by $\delta$, through a term $\frac\delta2(n_1-n_2)$. The energies of $|20\rangle$ and $|02\rangle$ shift by $+\delta$ and $-\delta$. With the coupling $S/2$ between them, the gap is

$$\sqrt{S^2+4\delta^2},$$

and the largest transfer probability is $S^2/(S^2+4\delta^2)$. For $\delta=0.5$ cm$^{-1}$ the gap formula gives 1.447 cm$^{-1}$ and the complete calculation 1.443 cm$^{-1}$; the largest transfer probability in this two-state model is 0.52. A large gap in an overtone pair is therefore no proof of strong coupling: slightly unequal bonds produce it too.

## The model beside a real precursor

The parameters are round values in the rough regime of dichlorogermane, GeH$_2$Cl$_2$, a germanium hydride precursor. They are not fitted to it, and the splittings are no prediction of its spectrum. The ratio $f$ in particular is a free choice, and the result is sensitive to it: $\lambda$ changes sign at $f=-g\approx0.0047$, and $f=0.0117$ would put the even fundamental 16 cm$^{-1}$ above the odd one and split the overtone pair by 3.8 cm$^{-1}$. The following estimates show which omissions matter.

**Bending.** Two quanta of the H-Ge-H bend, taken at 850 cm$^{-1}$, lie 430 cm$^{-1}$ below the stretch. Let each bond couple to this overtone by a chosen $W=15$ cm$^{-1}$. The even fundamental couples by $\sqrt2W$ and is pushed up by about $2W^2/430=1.05$ cm$^{-1}$. In the ladder model this reduces the $N=1$ splitting from 8.10 to 7.05 cm$^{-1}$ and the $N=2$ splitting from 0.93 to 0.68 cm$^{-1}$, a fall of 27%. This depends strongly on the chosen $W$: the $N=2$ splitting is 0.90 cm$^{-1}$ at $W=5$ cm$^{-1}$ and 0.05 cm$^{-1}$ at $W=30$ cm$^{-1}$.

**Rotation.** Two quanta lengthen a bond by 0.070 Å on average, which tilts the inertia axes, in opposite senses for the two bonds. With thermal angular momenta at 300 K, Ge-H and Ge-Cl lengths of 1.52 and 2.1 Å and a Cl-Ge-Cl angle of $108^\circ$, the static energy difference between $|20\rangle$ and $|02\rangle$ is about 0.25 cm$^{-1}$. Used in place of $2\delta$, it would raise the gap by about 3%. For free rotation this is an overestimate: the difference is proportional to the product of angular-momentum components along two different inertia axes, and the average of this product vanishes in every rotational level. Other rotation-vibration couplings are not included.

**Cross-anharmonicity.** A potential term $Kq_1^2q_2^2$ exchanges two quanta directly with the element $K[(q^2)_{02}]^2=K/2$. To first order in $K$, and for a nearly pure local pair, it changes the signed gap by $K$. Even $K=0.1$ cm$^{-1}$ would thus matter at the 10% level. Neither $K$ nor the cubic cross terms $C(q_1^2q_2+q_1q_2^2)$ are known here. As an illustration, $C=-2.2$ and $K=0.23$ cm$^{-1}$ added to the complete $H$ move the fundamental splitting from 7.58 to 9.5 cm$^{-1}$ and the overtone splitting from 1.05 to 1.20 cm$^{-1}$.

**Gas conditions.** At 300 K the Doppler width of the overtone is 0.004 cm$^{-1}$, far below the pair splitting. The isotopes of germanium matter more: since $\omega\propto\sqrt G$, a change of $M$ by 2 u shifts the overtone by about 0.7 cm$^{-1}$, so in natural germanium the pairs of different isotopes overlap. At 10 Torr, with an assumed cross-section of 1 nm$^2$, collisions are about 10 ns apart, much longer than the 16 ps transfer. The Boltzmann factor of one stretch quantum is $4\times10^{-5}$, so hot stretch levels are negligible. The low Ge-Cl modes are not: with rough wavenumbers for all nine modes, only about a third of the molecules are in the vibrational ground state at 300 K, and of the order of ten vibrational levels per cm$^{-1}$ lie near the overtone. The 16 ps transfer assumes that the pair is not coupled to these levels, which the model leaves out.

The equality of the bonds can fail in use. Surroundings that treat the two hydrogens differently, such as a growth surface on which the molecule is adsorbed, can make the bonds differ, and a difference of 0.5 cm$^{-1}$ already moves the gap from 1.05 to 1.44 cm$^{-1}$. With equal bonds and the parameters used here, the overtone pair is much closer than the fundamentals, but its precise splitting needs the direct exchange, the bend and the cross-anharmonic terms. The numerical output lists the main values used here.

## Computed values

```
harmonic wavenumber w = 2200 cm^-1, anharmonicity x = 35 cm^-1
masses H, Ge, Cl = 1.008, 72.6, 35.5 u; H-Ge-H angle = 110 deg
kinetic ratio g = -0.004684, potential ratio f = 0.0010
lambda: kinetic -5.152, potential 1.100, total -4.052 cm^-1
x/|lambda| = 8.64
ladder model, x/|lambda| =  0.0: N=2 gap/(2|lambda|) = 1.0000
ladder model, x/|lambda| =  0.5: N=2 gap/(2|lambda|) = 0.7808
ladder model, x/|lambda| =  1.5: N=2 gap/(2|lambda|) = 0.5000
ladder model, x/|lambda| =  5.0: N=2 gap/(2|lambda|) = 0.1926
ladder model, x/|lambda| = 10.0: N=2 gap/(2|lambda|) = 0.0990
fundamentals even, odd = 2126.284, 2133.863 cm^-1
N=2 pair even, odd = 4189.251, 4190.297 cm^-1
N=2 upper even level = 4261.069 cm^-1
N=1 splitting: 2|lambda| = 8.104, complete = 7.578 cm^-1
N=2 splitting, simple law = 0.9260 cm^-1
N=2 splitting, Morse-element block = 1.0461 cm^-1
N=2 splitting, complete = 1.0458 cm^-1 = 0.1297 meV
N=2 splitting, nearly harmonic bonds (x = 0.01 cm^-1) = 8.094 cm^-1
complete N=2 splitting / complete N=1 splitting = 0.1380
N=3 splitting: high-order law = 0.04073, complete = 0.08408 cm^-1
one-quantum exchange <10|V|01> = -3.7887 cm^-1
<20|V|11>/sqrt(2) = 3.6571 cm^-1 (magnitude)
direct exchange J: Morse elements -0.1467, leading formula -0.1552 cm^-1
|lambda| where lambda^2/x equals |J| = 1.267 cm^-1
coupling times 0.05: simple law 0.00235, complete 0.01658 cm^-1
coupling times 0.05: 2|J| = 0.01467 cm^-1
error of simple law at 8w, 32w = 0.01589, 0.00399 cm^-1
transfer time N=1 = 2.20 ps, N=2 = 15.95 ps
two quanta transferred after N=1 time = 0.0480, after N=2 time = 0.9841
bond difference 0.5 cm^-1: gap = 1.4433, formula = 1.4469 cm^-1
bend 850 cm^-1, coupling W = 15 cm^-1, detuning = 430 cm^-1
ladder model with bend: N=1 gap = 7.050, N=2 gap = 0.6796 cm^-1
bond lengths Ge-H, Ge-Cl = 1.52, 2.1 angstrom; Cl-Ge-Cl = 108 deg
mean bond lengthening with two quanta = 0.0704 angstrom
rotational detuning of the pair at 300 K (size) = 0.245 cm^-1
Doppler full width of the overtone at 300 K = 0.0043 cm^-1
collision interval at 10 Torr, cross-section 1 nm^2 = 10.5 ns
Boltzmann factor of one stretch quantum at 300 K = 3.73e-05
```
